# Why two instruments with different blind directions measure better together

**Question.** A porous film has an unknown thickness $d$ and an unknown solid fraction $f$. An optical reflectometer and an X-ray reflectometer each determine $f$ only roughly. When does a joint analysis give a much smaller uncertainty than either instrument, and smaller even than the weighted mean of their two results?

**Answer.** An instrument can be sensitive to $f$ and still determine it poorly, because a change of $f$ can be hidden by a change of $d$. Suppose that the first instrument hides an increase of $f$ behind a thinner film, while the second requires a slightly thicker one. Analysed separately, each may use its own thickness change. But there is one film, with one thickness. The joint analysis forbids the two incompatible excuses, and this prohibition is information that neither separate result for $f$ contains.

## From noise to a cost of displacement

Let $p=(\eta,f)$, where $\eta$ is the column of all shared parameters other than $f$; here it is just $d$. Instrument $i$ records channels with mean $m_{ic}(p)$ and independent Gaussian noise of known standard deviation $s_{ic}$. Near the true parameters we keep first-order changes of the signals and define

$$
(G_i)_{ck}=\frac{1}{s_{ic}}\frac{\partial m_{ic}}{\partial p_k},\qquad J_i=G_i^TG_i .
$$

A parameter displacement $x$ changes the noise-weighted signals by $G_ix$, so its cost in $\chi^2$ is $|G_ix|^2=x^TJ_ix$. A cheap displacement is one the instrument can hardly see. The least-squares error caused by unit noise $\varepsilon$ is $J_i^{-1}G_i^T\varepsilon$. Its covariance is $J_i^{-1}G_i^TG_iJ_i^{-1}=J_i^{-1}$, provided that $J_i$ is invertible.

If the noises of the two instruments are independent, their likelihoods multiply and their $\chi^2$ functions add:

$$
J_H=J_1+J_2 .
$$

This presumes that $\eta$ and $f$ mean the same thing in both models. Noise common to both instruments would couple their channels, and the simple sum would fail.

## What an unknown thickness costs

Write one Fisher matrix in blocks, dropping the instrument label:

$$
J=\begin{pmatrix}A&c\\c^T&b\end{pmatrix},
$$

with $A$ positive definite. Change $f$ by one unit and let $\eta$ change by $t$. The cost is

$$
Q(t)=t^TAt+2t^Tc+b .
$$

Setting its gradient $2At+2c$ to zero gives the change that hides $f$ best, which we call the compensation:

$$
t_*=-A^{-1}c .
$$

Substituting $c=-At_*$ and completing the square gives

$$
Q(t)=I+(t-t_*)^TA(t-t_*),\qquad I=b-c^TA^{-1}c .
$$

To see that $I$ is the inverse variance of $f$, find the last column $(u,v)$ of $J^{-1}$. It obeys $Au+cv=0$ and $c^Tu+bv=1$. The first equation gives $u=t_*v$, and the second then gives $v(b+c^Tt_*)=vI=1$. Hence $\operatorname{Var}f=v=1/I$. Information on $f$ with $\eta$ unknown is the cost that remains after $\eta$ has done its best to hide the change.

For later use, a general displacement $(\eta,f)$ costs $If^2+(\eta-t_*f)^TA(\eta-t_*f)$. The estimation errors are Gaussian with this quadratic form, so $f$ and $\eta-t_*f$ have independent errors, and

$$
\operatorname{Cov}\eta=A^{-1}+\frac{t_*t_*^T}{I}.
$$

## Adding two bowls

Instrument $i$ now has a bowl-shaped cost with floor $I_i$, centre $t_i$ and stiffness $A_i$. The joint information is the minimum of the sum, with one common $t$:

$$
I_H=\min_t\sum_{i=1}^{2}\left[I_i+(t-t_i)^TA_i(t-t_i)\right].
$$

Let $S=A_1+A_2$ and $D=t_1-t_2$. The minimum satisfies $A_1(t-t_1)+A_2(t-t_2)=0$, so $t_H=S^{-1}(A_1t_1+A_2t_2)$ and

$$
t_H-t_1=-S^{-1}A_2D,\qquad t_H-t_2=S^{-1}A_1D .
$$

Define $M=A_1S^{-1}A_2$. Its inverse is $A_2^{-1}(A_1+A_2)A_1^{-1}=A_1^{-1}+A_2^{-1}$, which is symmetric, so $M=A_2S^{-1}A_1$ as well. The two costs above the floors are therefore

$$
D^TA_2S^{-1}A_1S^{-1}A_2D=D^TMS^{-1}A_2D,
$$

$$
D^TA_1S^{-1}A_2S^{-1}A_1D=D^TMS^{-1}A_1D .
$$

Their sum is $D^TMS^{-1}SD=D^TMD$. Thus

$$
I_H=I_1+I_2+(t_1-t_2)^T\left(A_1^{-1}+A_2^{-1}\right)^{-1}(t_1-t_2).
$$

The last term is the squared difference of the compensations, weighed against the uncertainty with which the two instruments can compare $\eta$ when $f$ is known.

Since $M$ is positive definite, the answer to "when" has three levels, all within the local, unbiased description:

- The hybrid beats instrument 1 if $I_2>0$ or $t_1\ne t_2$, and not otherwise.
- Independent separate values of $f$, weighted by inverse variance, have information $I_1+I_2$. The hybrid beats this mean if and only if $t_1\ne t_2$.
- The hybrid beats two copies of instrument 1 if $I_2+D^TMD>I_1$.

For one nuisance parameter, $M=A_1A_2/(A_1+A_2)$, which is smaller than either $A_i$. For a given difference of compensations, the last term is thus limited by the instrument that senses $\eta$ less.

There is an instructive extreme. A single channel that is sensitive to $d$ has a rank-one Fisher matrix and $I_i=0$, since some change of $d$ hides any change of $f$ completely. Two such channels still determine $f$ if $t_1\ne t_2$; all the information is then in the last term. If $t_1=t_2$, the sum remains singular, however low the noise.

## Why the optical instrument confuses thickness and fraction

Take a lossless film of index $n$ on a substrate of index $n_s$, in air and at normal incidence. With $\delta=2\pi nd/\lambda$, $r_{01}=(1-n)/(1+n)$ and $r_{12}=(n-n_s)/(n+n_s)$, summing the internal reflections gives

$$
R=\left|\frac{r_{01}+r_{12}e^{2i\delta}}{1+r_{01}r_{12}e^{2i\delta}}\right|^2 .
$$

The squared denominator minus the squared numerator is $(1-r_{01}^2)(1-r_{12}^2)$, because the cosine terms cancel. The squared denominator itself is $(1+r_{01}r_{12})^2-4r_{01}r_{12}\sin^2\delta$. Inserting the two coefficients and cancelling $(1+n)^2(n+n_s)^2$ gives

$$
1-R=\frac{16n^2n_s}{4n^2(1+n_s)^2-4(n^2-1)(n_s^2-n^2)\sin^2\delta}.
$$

Thus $R$ depends on the film through $X=B\sin^2\delta$, with

$$
B=\frac{(n^2-1)(n_s^2-n^2)}{n^2},\qquad
\frac{dB}{dn}=\frac{2(n_s^2-n^4)}{n^3}.
$$

A channel's compensation keeps $X$ fixed. Its derivatives are

$$
\frac{\partial X}{\partial d}=B\sin2\delta\,\frac{\delta}{d},\qquad
\frac{\partial X}{\partial n}=B\sin2\delta\,\frac{\delta}{n}+\frac{dB}{dn}\sin^2\delta .
$$

Using $\sin^2\delta/\sin2\delta=\tfrac12\tan\delta$, we obtain

$$
t_c=-\frac{dn}{df}\frac{\partial X/\partial n}{\partial X/\partial d}
=-\frac{d}{n}\frac{dn}{df}\left[1+\kappa\frac{\tan\delta_c}{\delta_c}\right],
$$

$$
\kappa=\frac{n_s^2-n^4}{(n^2-1)(n_s^2-n^2)} .
$$

The first term keeps the optical thickness $nd$ constant. The second corrects for the changed strength of reflection at the boundaries. Only this correction varies with wavelength.

This formula requires $\partial X/\partial d\ne0$. It fails for a quarter-wave film, $\delta_c=\pi/2$, where the channel is blind to $d$ but, unless $\kappa=0$, still senses $f$. Such a channel has no compensation and measures $f$ directly. The wavelengths used below are away from this point.

Each channel $c$ that senses $d$ contributes a bowl $A_c(t-t_c)^2$ with zero floor. Suppose that all channels are of this kind. Minimizing their sum puts $t$ at the weighted mean $\bar t=\sum_cA_ct_c/\sum_cA_c$, so

$$
I_{\rm opt}=\sum_cA_c(t_c-\bar t)^2 .
$$

The optical instrument is itself a hybrid of its wavelengths, but a poor one when their compensations nearly agree. In the limit $n^2=n_s$ we have $\kappa=0$: all the $t_c$ coincide and, without dispersion, the reflectometer alone cannot separate $f$ from $d$ to first order. A second instrument with another compensation still can.

## Numbers for a model film

Take $d=50$ nm, $f=0.8$, a solid of index 2 and a substrate of index 3.8. The Lorentz–Lorenz mixing rule is

$$
\frac{n^2-1}{n^2+2}=f\,\frac{2^2-1}{2^2+2}=\frac f2,
\qquad n^2=\frac{1+f}{1-f/2}.
$$

It gives $n^2=1.8/0.6=3$ and $n=1.732$. Differentiation gives $d(n^2)/df=1.5/(1-f/2)^2=4.167$, hence $dn/df=4.167/(2\times1.732)=1.203$. Constant optical thickness alone would require $-50\times1.203/1.732=-34.7$ nm per unit $f$. With $\kappa=(14.44-9)/(2\times11.44)=0.238$, the correction makes the compensation $-49.2$ nm at a wavelength of 500 nm and $-44.5$ nm at 800 nm. The four channels, at 500, 600, 700 and 800 nm with reflectance noise 0.001, differ by only about a tenth of their common value.

The X-ray instrument measures specular reflectivity divided by that of the bare substrate, at 41 values of momentum transfer $q$ from 1 to 2 nm$^{-1}$, with noise 0.05. The solid has half the substrate's X-ray density, and the substrate's critical value is $q_c=0.3$ nm$^{-1}$. Absorption and roughness are omitted. The phase across the film and back is

$$
\phi=d\sqrt{q^2-f\,q_c^2/2}.
$$

A higher $f$ lowers the square root, so constant phase needs a thicker film:

$$
\left.\frac{\partial d}{\partial f}\right|_{\phi}=\frac{d\,q_c^2/2}{2(q^2-fq_c^2/2)} .
$$

This is 1.17 nm at $q=1$ nm$^{-1}$ and 0.28 nm at $q=2$ nm$^{-1}$. The boundary reflections also depend on $f$; the full calculation gives 0.50 nm for the whole instrument.

The matrix elements are:

| | $A$ (nm$^{-2}$) | $c$ (nm$^{-1}$) | $b$ |
|---|---:|---:|---:|
| Optical | 126.17 | 5939.03 | 279988 |
| X-ray | 4385.94 | −2180.36 | 2319.17 |

From $t=-c/A$, the compensations are $-47.07$ and $+0.497$ nm per unit $f$. For the X-rays,

$$
I_X=2319.17-\frac{2180.36^2}{4385.94}=1235 .
$$

For the optical data, $b$ and $c^2/A$ agree to about 0.15% of $b$, so their difference needs more digits than the table shows; it is $I_{\rm opt}=429.5$. The instrument is very sensitive to $f$, but nearly all of that sensitivity is lost to the unknown thickness. The separate uncertainties of $f$ are $1/\sqrt{429.5}=0.048$ and $1/\sqrt{1235}=0.028$.

The additional information is

$$
\frac{126.17\times4385.94}{4512.11}(-47.071-0.497)^2
=122.64\times2262.7=2.775\times10^5 .
$$

Adding 430 and 1235 gives $I_H=2.792\times10^5$ and

$$
\sigma_H(f)=0.00189 .
$$

This is 15 times smaller than the X-ray uncertainty. The weighted mean of the separate fractions would give 0.0245, and two copies of the X-ray instrument 0.0201. The difference of compensations supplies 99.4% of the hybrid information.

The factor of 15 belongs to this model film and these channels. Let $\rho$ be the film's X-ray density relative to the substrate, that is, $f$ times the solid-to-substrate density ratio; here $\rho=0.8\times0.5=0.4$. For $q\gg q_c$ the two boundary reflections are proportional to $\rho$ and $1-\rho$, so the normalized reflectivity is $\rho^2+(1-\rho)^2+2\rho(1-\rho)\cos\phi$. At fixed $\phi$ its derivative with respect to $\rho$ is $(4\rho-2)(1-\cos\phi)$. The X-rays alone therefore determine $f$ poorly when $\rho$ is near one half, as it is here. With a ratio of 0.95 instead, the same first-order calculation gives a gain of 3.5, and with 1.35 only 1.4, because the X-rays then determine $f$ much better on their own. These figures are for $f=0.8$. A solid denser than its substrate, such as silicon nitride on silicon, should not be expected to show a large gain at such a high fraction. With a ratio of 1.35 and $f=0.37$, however, $\rho$ is again one half and the gain is 10. The choice of wavelengths matters as much. This film is a quarter wave thick at 346 nm. In the same dispersion-free model, four channels at 400, 500, 600 and 700 nm give an optical uncertainty of 0.013 and a gain of 7.9 over the better instrument. Four channels at 300, 400, 500 and 600 nm give 0.0043 and a gain of only 2.4.

A displacement, evaluated with the quadratic costs, shows how this happens. Let $f$ rise by 0.01 and $d$ fall by 0.4707 nm. The optical $\chi^2$ rises by only $429.5\times0.01^2=0.043$. The X-ray $\chi^2$ rises by about $4386\times(0.4757)^2=992$, plus a floor of 0.12. The X-rays do not need to measure $f$ well; they prevent thickness from hiding it. If $d$ were known perfectly, the optical data alone would give $1/\sqrt{279988}=0.00189$, the same to the digits shown.

The gain depends on the parameter asked for. The X-ray thickness uncertainty falls only from 0.0207 to 0.0150 nm. By the covariance formula, the X-ray variance is $1/4385.94+(0.497\times0.02845)^2$ in nm$^2$, with nearly equal parts. The hybrid almost removes the second part, which comes from the unknown $f$, but hardly changes the first.

In 4000 nonlinear fits to simulated hybrid data, the scatter was 0.0150 nm in $d$ and 0.00190 in $f$, in agreement with the linear prediction. The single instruments were simulated with one tenth of the stated noise, so their full-noise uncertainties remain first-order estimates. The fits started at the true parameters and do not test whether the correct fringe order would be found.

## Different data do not ensure different compensations

As a control, pair the optical instrument with another one at 510, 590, 710 and 790 nm. Its compensation is $-46.92$ nm per unit $f$, almost the same as before. To first order, it gives $\sigma(f)=0.055$ alone, and the pair gives 0.036. Only 0.19% of the pair's information comes from the difference of compensations, so this is nearly plain averaging.

Nor does the angle between the weakest eigenvectors of two Fisher matrices provide a reliable criterion. For the optical and X-ray matrices it is 59° with $d$ in nanometres and 2.7° with $d$ in micrometres, though the film, data and $\sigma(f)$ are unchanged. Eigenvectors compare lengths along axes with different units. In $D^TMD$, a change of unit in $D$ is cancelled by the change in $M$.

## What must be passed from one analysis to the other

If each laboratory reports only $f$ and its error bar, the additional term cannot be recovered. Each must report $d$, $f$ and their covariance, or the raw data must be fitted jointly. In the linear regime these two routes are equivalent, since the estimates and their covariances reproduce the quadratic costs up to constants. The film example is outside this regime at the stated noise. The optical estimate alone scatters by more than 2 nm in $d$, and over such distances the optical compensation changes enough to cause errors of $f$ that are not small compared with the hybrid's 0.0019. Here the raw data should be fitted jointly.

A calibration parameter private to one instrument can be eliminated before the matrices are added, because it enters only one cost and its minimization separates. A calibration parameter shared by both must remain in $\eta$. Eliminating it separately would let it take two values. Unless it compensates changes of the other parameters in the same way in both instruments, this discards the same kind of information as separate thicknesses do.

## When the advantage becomes a liability

Suppose that instrument 2 behaves as if the parameters were displaced by $\Delta$. Apart from noise, the joint fit minimizes $x^TJ_1x+(x-\Delta)^TJ_2(x-\Delta)$, so

$$
J_Hx=J_2\Delta,\qquad x=J_H^{-1}J_2\Delta .
$$

Let the displacement be in $\eta$ alone, $\Delta=(\Delta_\eta,0)$. The last row of $J_H^{-1}$ is $(t_H^T,1)/I_H$, and $c_2=-A_2t_2$. Therefore

$$
x_f=\frac{(t_H-t_2)^TA_2\Delta_\eta}{I_H}
=\frac{D^TM\Delta_\eta}{I_H}.
$$

The coupling that creates the gain also carries the bias. Here an X-ray thickness offset of 1 nm shifts $f$ by $122.64\times(-47.568)/279180=-0.0209$. An offset of only 0.091 nm, or 0.18% of the thickness, makes the bias equal to the hybrid's stated standard deviation.

The X-ray value of $f$ is unaffected by this particular offset. The hybrid's root-mean-square error reaches the X-ray uncertainty when

$$
|\Delta d|=\frac{\sqrt{0.02845^2-0.001893^2}}{0.0209}\ \text{nm}=1.36\ \text{nm}
$$

in the linear estimate. For a positive offset of this size, a nonlinear fit shifts $f$ by $-0.0275$, about 3% less in magnitude than the linear $-0.0284$.

Agreement between the instruments gives little protection here. The offset of $+1.36$ nm adds 1.43 to the minimum $\chi^2$. For two compared parameters, the disagreement statistic has mean 2 and standard deviation 2 from noise alone, so such an addition would not stand out. Neither instrument alone determines $f$ well enough to expose the offset, yet the joint fit turns it into a definite error of $f$.

With one shared nuisance parameter, hybrid metrology therefore gains much when moving from one compensation to the other costs each instrument far more than both $I_1$ and $I_2$. With several, this is not enough: there must also be no other change of the shared parameters that is cheap for both instruments.

The small uncertainty can be trusted only if the models linking thickness and fraction to both signals are correct to the accuracy that the joint fit demands. A correct thickness alone does not ensure this. If the solid's index were 2.01 instead of the assumed 2, the same film index would be read as $f=0.8\times0.5033/0.5=0.805$, an error of almost three hybrid standard deviations. If the film followed Bruggeman's mixing rule instead of that of Lorentz and Lorenz, the error of $f$ would be about 0.05. For a real porous film, the mixing rule can thus limit the accuracy of $f$ far more than the noise does. The numerical output below gives the remaining values.

## Calculated quantities

```
Film thickness d: 50 nm
Solid fraction f: 0.8
Index of solid: 2
Index of porous film: 1.7321
Index of substrate: 3.8
Optical wavelengths: [500. 600. 700. 800.] nm
Optical reflectance noise: 0.001
Optical reflectances: [0.10879 0.16981 0.21195 0.24088]
X-ray q: 1.0 to 2.0 1/nm, 41 points
Substrate critical q: 0.3 1/nm
Solid/substrate X-ray density ratio: 0.5
X-ray normalized reflectivity noise: 0.05
Fisher optical: dd 126.17 nm^-2, df 5939.03 nm^-1, ff 279988
Fisher X-ray: dd 4385.94 nm^-2, df -2180.36 nm^-1, ff 2319.17
Fisher hybrid: dd 4512.11 nm^-2, df 3758.66 nm^-1, ff 282307
Compensation t optical: -47.071 nm per unit f
Compensation t X-ray: 0.49713 nm per unit f
Optical channel compensations: [-49.2  -46.36 -45.17 -44.54] nm per unit f
Information on f, optical: 429.54
Information on f, X-ray: 1235.3
Extra information from different t: 2.7751e+05
Information on f, hybrid: 2.7918e+05
Extra share of hybrid information: 99.404 %
Sigma optical: d 2.273 nm, f 0.04825
Sigma X-ray: d 0.02069 nm, f 0.02845
Sigma hybrid: d 0.01497 nm, f 0.001893
Sigma f, weighted mean of separate f: 0.02451
Sigma f, better instrument duplicated: 0.02012
Gain in sigma f over better instrument: 15.03
Simulated hybrid sigma: d 0.01501 nm, f 0.001896; 4000 fits
Control wavelengths: [510. 590. 710. 790.] nm
Control compensation t: -46.921 nm per unit f
Control sigma f alone: 0.05475
Optical pair sigma f: 0.03616
Extra share in optical pair: 0.188 %
Weak-direction angle, d in nm: 58.89 degrees
Weak-direction angle, d in micrometres: 2.724 degrees
Hybrid f shift per nm X-ray offset: -0.0209 1/nm
Offset making bias equal hybrid sigma f: 0.09057 nm
Small test offset: 0.1 nm
Fitted f shift at small offset: -0.002084
Disagreement chi2 at small offset: 0.0073
Break-even offset, linear estimate: 1.359 nm
Fitted f shift at break-even offset: -0.02746
Disagreement chi2 at break-even offset: 1.43
```
